# Record film energy density is not device energy density: test program

```python
# Result under test: a capacitor whose film recovers w joules per film volume
# stores only u = w*t/(t+e+s) per device volume (equal layer areas).
# t: film thickness, e: total electrode thickness, s: all other thickness.
# D: electrode charge per area (uC/cm2), E: field (MV/cm); E*D is in J/cm3.
# Loop model: E(D) has zero slope at D1 (upward switching) and D2 (return).
# All material parameters are round model values, not measured results.
from fractions import Fraction
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar

D1, D2, E_UP, E_MAX = 10.0, 18.0, 2.4, 4.0
FILM, ELECTRODE, SIDE_UM, CARRIER = 10.0, 50.0, 100.0, 50000.0  # nm, nm, um, nm
E_TOTAL = 2 * ELECTRODE
A1, A3 = D1**2 * D2**2, (D1**2 + D2**2) / 3
K = E_UP / (A1 * D1 - A3 * D1**3 + D1**5 / 5)


def field(D):
    return K * (A1 * D - A3 * D**3 + D**5 / 5)


def work(D):
    return K * (A1 * D**2 / 2 - A3 * D**4 / 4 + D**6 / 30)


def state(E, low, high):
    return brentq(lambda D: field(D) - E, low, high)


E_DOWN = field(D2)
D_LOW = state(E_DOWN, 0, D1)
D_HIGH = state(E_UP, D2, 3 * D2)


def recovered(E):
    top = state(E, D2, 3 * D2)
    return work(top) - work(D2) + E_DOWN * (D2 - D_LOW) + work(D_LOW)


def supplied(E):
    top = state(E, D2, 3 * D2)
    return work(top) - work(D_HIGH) + E_UP * (D_HIGH - D1) + work(D1)


def follow(fields, start):
    """Downhill relaxation to the next equilibrium after each field step."""
    D, path = start, []
    for E in fields:
        r = np.roots([K / 5, 0, -K * A3, 0, K * A1, -E])
        r = r[np.abs(r.imag) < 1e-7].real
        if E > field(D):
            D = r[r >= D - 1e-7].min()
        else:
            D = r[r <= D + 1e-7].max()
        path.append(D)
    return np.array(path)


# Loop energies: branch formulas against a followed field sweep
for peak in (E_MAX, 3.0):
    up = np.linspace(0, peak, 2001)
    down = up[::-1]
    D_up = follow(up, 0.0)
    D_down = np.r_[D_up[-1], follow(down[1:], D_up[-1])]
    assert abs(trapezoid(up, D_up) / supplied(peak) - 1) < 1e-3
    assert abs(-trapezoid(down, D_down) / recovered(peak) - 1) < 1e-3
    jump = np.argmin(np.diff(D_down))
    assert abs(down[jump] - E_DOWN) < 2 * peak / 2000
    if peak == E_MAX:
        discharge_E, discharge_D = down, D_down

w, w_in, w3 = recovered(E_MAX), supplied(E_MAX), recovered(3.0)
D_max = state(E_MAX, D2, 3 * D2)


def device_density(density, film, electrodes=E_TOTAL, other=0.0):
    return density * film / (film + electrodes + other)


# Device energy in joules divided by its volume, all in SI units
area = (SIDE_UM * 1e-6)**2
voltage = discharge_E * 1e8 * FILM * 1e-9
charge = discharge_D * 1e-2 * area
energy = -trapezoid(voltage, charge)
volume = sum(area * h * 1e-9 for h in (ELECTRODE, FILM, ELECTRODE))
u = device_density(w, FILM)
assert abs(energy / volume / 1e6 / u - 1) < 1e-3
assert Fraction(10, 50 + 10 + 50) == Fraction(1, 11)


# Shared electrodes: formula against explicit lists of layers
def stack_fraction(n):
    return n * FILM / (n * FILM + (n + 1) * ELECTRODE)


for n in (1, 2, 10, 20000):
    layers = [("metal", ELECTRODE)]
    for _ in range(n):
        layers += [("film", FILM), ("metal", ELECTRODE)]
    active = sum(h for kind, h in layers if kind == "film")
    counted = active / sum(h for _, h in layers)
    assert abs(counted - stack_fraction(n)) < 1e-12
stack_limit = FILM / (FILM + ELECTRODE)
assert abs(counted / stack_limit - 1) < 1e-4

# Thickness dependence when the usable field falls as a power of thickness
THICK = 40.0
power = np.log(E_MAX / 3.0) / np.log(THICK / FILM)


def w_of_t(t):
    return recovered(E_MAX * (t / FILM)**(-power))


def log_slope(f, t, d=1e-3):
    return (np.log(f(t * np.exp(d))) - np.log(f(t * np.exp(-d)))) / (2 * d)


slope_w = log_slope(w_of_t, FILM)
slope_u = log_slope(lambda t: device_density(w_of_t(t), t), FILM)
assert abs(slope_u - slope_w - E_TOTAL / (FILM + E_TOTAL)) < 1e-5
for n in (0.3, 0.5, 0.8):
    best = minimize_scalar(lambda t: -device_density(t**(-n), t),
                           bounds=(1, 1000), method="bounded",
                           options={"xatol": 1e-6})
    assert abs(best.x / (E_TOTAL * (1 - n) / n) - 1) < 1e-3
u_thick = device_density(w3, THICK)
break_even = u * (THICK + E_TOTAL) / THICK
assert w3 < w and u_thick > u


# Series resistance of two square plates contacted at opposite edges
def ladder_resistance(n, omega=1e-3):
    Y = np.zeros((2 * n, 2 * n), complex)

    def connect(a, b, y):
        Y[a, a] += y
        Y[b, b] += y
        Y[a, b] -= y
        Y[b, a] -= y
    for i in range(n):
        connect(i, n + i, 1j * omega / n)
        if i < n - 1:
            connect(i, i + 1, n)
            connect(n + i, n + i + 1, n)
    source = np.zeros(2 * n - 1, complex)
    source[0] = 1
    return np.linalg.solve(Y[:-1, :-1], source)[0].real


assert abs(ladder_resistance(300) / (2 / 3) - 1) < 0.01
RHO = 200.0                                     # micro-ohm cm
sheet = RHO * 1e-8 / (ELECTRODE * 1e-9)
series = 2 * sheet / 3
Q = D_max * 1e-2 * area
device_energy = w * 1e6 * area * FILM * 1e-9
PULSE = 1e-6
loss_thick = Q**2 * series / PULSE / device_energy
loss_thin = loss_thick * ELECTRODE / 5.0
u_thin = device_density(w, FILM, 10.0)

# Tunnelling leakage: WKB through a tilted barrier; energies eV, lengths nm
PHI, MASS, EPS_FAST = 2.0, 0.3, 4.5
kappa = np.sqrt(2 * MASS * sc.m_e * sc.e) / sc.hbar * 1e-9
image = sc.e / (16 * np.pi * sc.epsilon_0 * EPS_FAST) * 1e9
nodes, weights = np.polynomial.legendre.leggauss(80)
theta, weights = (nodes + 1) * np.pi / 4, weights * np.pi / 4


def leakage(E, T, img):
    """Current density in A/cm2 for field E in MV/cm."""
    F = E * 0.1                                 # V/nm
    eps = np.linspace(-0.9, 1.5, 2401)          # energy above Fermi level
    h = PHI - eps
    root = np.sqrt(h**2 - 4 * F * img)
    x1, x2 = (h - root) / (2 * F), (h + root) / (2 * F)
    assert x2.max() < FILM
    span = (x2 - x1)[:, None]
    x = x1[:, None] + span * np.sin(theta)**2
    barrier = np.maximum(h[:, None] - F * x - img / x, 0)
    action = (np.sqrt(barrier) * span * np.sin(2 * theta)) @ weights
    kT = sc.k * T / sc.e
    supply = kT * np.logaddexp(0, -eps / kT)
    total = trapezoid(supply * np.exp(-2 * kappa * action), eps)
    return sc.e**3 * sc.m_e / (2 * np.pi**2 * sc.hbar**3) * total / 1e4


# Closed Fowler-Nordheim law omits curvature of the exponent: few percent
F_SI = E_MAX * 1e8
exponent = 4 * kappa * PHI**1.5 / (3 * E_MAX * 0.1)
fn = (sc.e**2 * F_SI**2 / (8 * np.pi * sc.h * PHI * MASS)
      * np.exp(-exponent) / 1e4)
assert abs(leakage(E_MAX, 1.0, 0.0) / fn - 1) < 0.06
slope = 1.5 * exponent / PHI
y = np.pi * slope * sc.k * 300 / sc.e
assert abs(leakage(E_MAX, 300.0, 0.0) / (fn * y / np.sin(y)) - 1) < 0.06
lowering = 2 * np.sqrt(E_MAX * 0.1 * image)
x = np.linspace(0.01, 5, 200001)
assert abs(-(-E_MAX * 0.1 * x - image / x).max() - lowering) < 1e-6
J300, J358 = leakage(E_MAX, 300.0, image), leakage(E_MAX, 358.0, image)
J3 = leakage(3.0, 300.0, image)


def hold(density, J, E):
    return density / (J * E * 1e6)


# Interface layer and hysteresis heating
LAYER, EPS_LAYER, HEAT_CAP = 0.5, 20.0, 3.0
V_layer = D_max * 1e-2 * LAYER * 1e-9 / (sc.epsilon_0 * EPS_LAYER)
heating = (w_in - w) / HEAT_CAP
eps_zero = 1e-10 / (K * A1) / sc.epsilon_0


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("Upward switching charge D1", D1, "uC/cm2")
show("Return switching charge D2", D2, "uC/cm2")
show("Upward switching field", E_UP, "MV/cm")
show("Return switching field", E_DOWN, "MV/cm")
show("Loop coefficient k", K, "(MV/cm)/(uC/cm2)^5")
show("Low-branch charge after return Dc", D_LOW, "uC/cm2")
show("High-branch charge after upward jump", D_HIGH, "uC/cm2")
show("Zero-field relative permittivity", eps_zero)
show("Peak field", E_MAX, "MV/cm")
show("Peak charge Dmax", D_max, "uC/cm2")
show("G(Dmax)", work(D_max), "J/cm3")
show("G(D2)", work(D2), "J/cm3")
show("G(Dc)", work(D_LOW), "J/cm3")
show("Supplied film energy density", w_in, "J/cm3")
show("Recoverable film energy density w", w, "J/cm3")
show("Loop efficiency", 100 * w / w_in, "%")
show("Film thickness", FILM, "nm")
show("Each electrode thickness", ELECTRODE, "nm")
show("Film volume fraction", FILM / (FILM + E_TOTAL))
show("Device energy density u", u, "J/cm3")
show("Device side", SIDE_UM, "um")
show("Peak voltage", E_MAX * FILM * 0.1, "V")
show("Recoverable device energy", device_energy * 1e9, "nJ")
show("Film fraction, 10 films sharing electrodes", stack_fraction(10))
show("Film fraction, many-film limit", stack_limit)
show("Device density, many-film limit", w * stack_limit, "J/cm3")
show("Carrier thickness", CARRIER / 1000, "um")
u_carrier = device_density(w, FILM, E_TOTAL, CARRIER)
show("Device density with carrier", u_carrier * 1000, "mJ/cm3")
show("Thicker film", THICK, "nm")
show("Film density at 3 MV/cm", w3, "J/cm3")
show("Thicker-film peak voltage", 3.0 * THICK * 0.1, "V")
show("Thicker-film device density", u_thick, "J/cm3")
show("Film density needed at 40 nm to equal u", break_even, "J/cm3")
show("Assumed breakdown power of thickness", -power)
show("Log slope of w at 10 nm", slope_w)
show("Log slope of u at 10 nm", slope_u)
show("Electrode resistivity", RHO, "uOhm cm")
show("Sheet resistance, 50 nm", sheet, "Ohm/sq")
show("Series resistance, 50 nm electrodes", series, "Ohm")
show("1 us discharge loss, 50 nm electrodes", 100 * loss_thick, "%")
show("1 us discharge loss, 5 nm electrodes", 100 * loss_thin, "%")
show("Device density before loss, 5 nm electrodes", u_thin, "J/cm3")
show("Tunnel barrier", PHI, "eV")
show("Tunnel mass", MASS, "electron masses")
show("Fast relative permittivity", EPS_FAST)
show("Image barrier lowering at 4 MV/cm", lowering, "eV")
show("Leakage at 4 MV/cm, 300 K", J300, "A/cm2")
show("Holding time at 4 MV/cm, 300 K", hold(w, J300, E_MAX) * 1e3, "ms")
show("Holding time at 4 MV/cm, 358 K", hold(w, J358, E_MAX) * 1e3, "ms")
show("Holding time at 3 MV/cm, 300 K", hold(w3, J3, 3.0), "s")
show("Interface layer thickness", LAYER, "nm")
show("Interface relative permittivity", EPS_LAYER)
show("Interface voltage at Dmax", V_layer, "V")
show("Volumetric heat capacity", HEAT_CAP, "J/(cm3 K)")
show("Heating per cycle, film alone", heating, "K")
show("Heating per cycle, shared by electrodes", heating / 11, "K")
print("all tests passed")
```

Running it gives:

```
Upward switching charge D1: 10 uC/cm2
Return switching charge D2: 18 uC/cm2
Upward switching field: 2.4 MV/cm
Return switching field: 1.621 MV/cm
Loop coefficient k: 1.184e-05 (MV/cm)/(uC/cm2)^5
Low-branch charge after return Dc: 4.649 uC/cm2
High-branch charge after upward jump: 21.33 uC/cm2
Zero-field relative permittivity: 29.44
Peak field: 4 MV/cm
Peak charge Dmax: 23.27 uC/cm2
G(Dmax): 43.87 J/cm3
G(D2): 31.66 J/cm3
G(Dc): 3.955 J/cm3
Supplied film energy density: 48.61 J/cm3
Recoverable film energy density w: 37.81 J/cm3
Loop efficiency: 77.77 %
Film thickness: 10 nm
Each electrode thickness: 50 nm
Film volume fraction: 0.09091
Device energy density u: 3.437 J/cm3
Device side: 100 um
Peak voltage: 4 V
Recoverable device energy: 3.781 nJ
Film fraction, 10 films sharing electrodes: 0.1538
Film fraction, many-film limit: 0.1667
Device density, many-film limit: 6.301 J/cm3
Carrier thickness: 50 um
Device density with carrier: 7.544 mJ/cm3
Thicker film: 40 nm
Film density at 3 MV/cm: 34.19 J/cm3
Thicker-film peak voltage: 12 V
Thicker-film device density: 9.769 J/cm3
Film density needed at 40 nm to equal u: 12.03 J/cm3
Assumed breakdown power of thickness: -0.2075
Log slope of w at 10 nm: -0.07722
Log slope of u at 10 nm: 0.8319
Electrode resistivity: 200 uOhm cm
Sheet resistance, 50 nm: 40 Ohm/sq
Series resistance, 50 nm electrodes: 26.67 Ohm
1 us discharge loss, 50 nm electrodes: 3.82 %
1 us discharge loss, 5 nm electrodes: 38.2 %
Device density before loss, 5 nm electrodes: 18.9 J/cm3
Tunnel barrier: 2 eV
Tunnel mass: 0.3 electron masses
Fast relative permittivity: 4.5
Image barrier lowering at 4 MV/cm: 0.3578 eV
Leakage at 4 MV/cm, 300 K: 0.0008143 A/cm2
Holding time at 4 MV/cm, 300 K: 11.61 ms
Holding time at 4 MV/cm, 358 K: 9.128 ms
Holding time at 3 MV/cm, 300 K: 100.7 s
Interface layer thickness: 0.5 nm
Interface relative permittivity: 20
Interface voltage at Dmax: 0.6571 V
Volumetric heat capacity: 3 J/(cm3 K)
Heating per cycle, film alone: 3.602 K
Heating per cycle, shared by electrodes: 0.3275 K
all tests passed
```
